Truncation error of localised orbitals in a gapped two-band chain

**Result**

Take a chain with two sites A and B per cell, lattice constant a, hopping −t1 inside a cell and −t2 between neighbouring cells, with 0 < t2 < t1 and the lower band full. Let x = t2/t1. The two bands touch at complex wave vectors whose distance from the real axis is

κ = ln(t1/t2)/a.

Cut the maximally localised Wannier function of the lower band so that the nearest dropped cell is at distance R = Ma. The energy then rises, per cell and per spin channel, by

ΔE ≈ t1 exp(−2κR) [ c₁ M^(−3/2) + c₂ M^(−2) ],  (1)

c₁ = √(1−x²) (2/π)K(x)/Γ(1/4)²,  c₂ = 1/(2√2 π),

with a relative error of order 1/M. K(x) is the complete elliptic integral ∫₀^(π/2) dθ/√(1 − x² sin²θ).

The exponential exp(−2κR) belongs to a Wannier function that is cut and then left alone. If the orbitals are re-optimised inside the same region, the error cannot exceed that of the cut function. In this chain it falls with an exponent larger than 4κ, so at large M formula (1) then lies above the error and does not give the rate of convergence.

**Back-of-envelope argument**

A Wannier function is a Fourier integral over k of e^(ikna) times a Bloch vector, with n the cell index. If the Bloch vector is analytic up to |Im k| = κ, the integration path can be shifted almost that far into the complex plane, and the integral acquires a factor close to exp(−κ|n|a). The tail beyond R therefore has an amplitude of order exp(−κR).

The filled band minimises the energy, so an error of first order in the orbitals changes the energy in second order. The energy scale is the hopping, which gives

ΔE ~ t1 exp(−2κR).

This fixes the exponent but not the prefactor, and the prefactor turns out to matter.

**Bands and branch points**

From here k is measured in units of 1/a, and z = e^(ik). A Bloch state has amplitudes e^(ikn)u_k in cell n. Site A of cell n couples to B of the same cell through −t1 and to B of cell n−1 through −t2, so

h_AB = −(t1 + t2/z) = −q*,  h_BA = −q,  q = t1 + t2 z = |q| e^(iφ).

The eigenvalues are ±|q|. Continued to complex k,

E² = (t1 + t2 z)(t1 + t2/z).

This vanishes at z = −x and z = −1/x, that is, at k = π ± i ln(1/x). These are simple zeros of E², so E behaves as a square root near them, and a loop around one exchanges the two bands. Restoring a gives the κ quoted above.

The gap is 2(t1−t2) and the total spectral width is 2(t1+t2). Since x = exp(−κa),

gap/width = (1−x)/(1+x) = tanh(κa/2).

A small gap thus means a small κ and a long tail.

**The Wannier function**

The lower-band vector is fixed up to a phase. Choose

u_k = (e^(−iφ/2), e^(iφ/2))/√2.

It is periodic in k, because q does not encircle the origin when x < 1. To see that it gives the most compact orbital, note that the position operator acts on u_k as D = i∂_k + τ, where τ holds the positions of A and B within the cell. Changing the phase, u → e^(iχ)u, changes Du only by a phase factor and by a term −χ′u along u. The part of Du perpendicular to u therefore keeps its norm. The rest of the spread is the variance over k of the number ⟨u|D|u⟩, which is smallest when that number is constant. Here

⟨u|i∂_k|u⟩ = ½(φ′/2 − φ′/2) = 0,  ⟨u|τ|u⟩ = (τ_A + τ_B)/2,

so it is constant, and the orbital is maximally localised.

On the unit circle e^(iφ) = (q/q*)^(1/2), hence

g(z) ≡ e^(iφ/2) = [(1 + xz)/(1 + x/z)]^(1/4) = Σ_n g_n zⁿ.

The coefficients g_n are real, so e^(−iφ/2) = g(1/z). Inserting this in w(n) = ∫dk/2π e^(ikn)u_k gives

w_A(n) = g_n/√2,  w_B(n) = g_(−n)/√2.

**The tails**

Let b(β,n) be the coefficient of yⁿ in (1+y)^β. For large n,

b(β,n) = (−1)ⁿ Γ(n−β)/[Γ(−β) n!] ≈ (−1)ⁿ n^(−β−1)/Γ(−β).

Multiplying the two binomial series in g gives, for n > 0,

g_(−n) = Σ_j b(1/4, j) b(−1/4, n+j) x^(n+2j).

The factor x^(2j) restricts j to a few terms. For these, b(−1/4, n+j) ≈ (−1)^j b(−1/4, n), with relative corrections of order j/n. The remaining sum is Σ_j b(1/4, j)(−x²)^j = (1−x²)^(1/4), so

g_(−n) ≈ C (−x)ⁿ n^(−3/4),  C = (1−x²)^(1/4)/Γ(1/4).

The same steps with the two exponents interchanged give

g_n ≈ D (−x)ⁿ n^(−5/4),  D = (1−x²)^(−1/4)/Γ(−1/4).

From here on D denotes this constant. It is negative, because Γ(−1/4) is. Both tails carry xⁿ = exp(−κna), but different powers of n.

**Energy of cut orbitals**

Keep the cells |n| ≤ N, so that M = N+1. The cut orbitals of different cells are not orthogonal. The energy of the space they span is Tr(S⁻¹H), with S the overlap matrix and H the Hamiltonian matrix. Translation symmetry makes both diagonal in k, and the energy per cell is

E = ∫dk/2π ⟨v|h|v⟩/⟨v|v⟩,  v = Σ_n e^(−ikn) w(n).

With T(z) = Σ_(|n|≤N) g_n zⁿ, the A component of v is T(1/z)/√2 = T*/√2 and the B component is T/√2, so ⟨v|v⟩ = |T|². The upper-band vector is (g*, −g)/√2, and its overlap with v is

½(gT* − g*T) = −i Im(g*T).

Weight moved from the lower to the upper band costs 2|q|. Therefore, without approximation,

ΔE = ∫dk/2π 2|q| [Im(g*T)]²/|T|² = ∫dk/2π 2|q| sin²(arg T − φ/2).  (2)

The error is never negative, and it depends on T only through its phase.

**Evaluating the integral**

Write T = g − δ, where δ is the dropped tail. Since g*g = 1, Im(g*T) = −Im(g*δ). To second order in δ, |T|² may be replaced by 1. Using (Im w)² = ½(|w|² − Re w²) and |q|(g*)² = |q|e^(−iφ) = q*,

ΔE = ∫dk/2π [ |q||δ|² − Re(q*δ²) ].  (3)

Split δ into its negative and positive powers of z. Over the few terms that count, the algebraic factors in the tails can be held at n = M, at a relative cost of order 1/M. The sums are then geometric:

δ₋ ≈ C M^(−3/4) (−x/z)^M/(1 + x/z),

δ₊ ≈ D M^(−5/4) (−xz)^M/(1 + xz).

First term of (3). On the unit circle |q| = t1|1+xz| = t1|1+x/z|, so δ₋ contributes

t1 C² M^(−3/2) x^(2M) ∫dk/2π 1/|1+xz|.

Expanding 1/|1+xz| = (1+xz)^(−1/2)(1+x/z)^(−1/2), the integral becomes Σ_n b(−1/2,n)² x^(2n). Expanding K(x) in x² and using ∫₀^(π/2) sin^(2n)θ dθ = (π/2)|b(−1/2,n)| gives the same series times π/2. The integral is thus (2/π)K(x), which yields c₁.

The square of δ₊ is of order M^(−5/2), a relative correction of order 1/M, and is dropped. The product of δ₋* and δ₊ contains z^(2M) times a function analytic for x < |z| < 1/x. Its average brings a further factor of about x^(2M) and is negligible.

Second term of (3). Here q* = t1(1 + x/z). The product q*δ₋² holds only negative powers of z, and q*δ₊² only positive ones, so both average to zero. The cross term remains:

−2q*δ₋δ₊ ≈ −2t1 CD M^(−2) x^(2M)/(1 + xz).

The average of 1/(1+xz) is 1. Moreover Γ(−1/4) = −4Γ(3/4) and Γ(1/4)Γ(3/4) = π√2, so CD = −1/(4√2 π). The contribution is +t1 x^(2M) M^(−2)/(2√2 π), which yields c₂ and completes (1).

The ratio of the second term to the first is (c₂/c₁) M^(−1/2), which falls slowly, so the second term has to be kept at moderate M. The derivation needs many decay lengths inside R: the geometric sums extend over about 1/(κa) cells, so κR must be large. M itself must be large too: at x = 0.02 and M = 1, κR is 3.9, yet (1) is 25% below (2). The condition on κR is mild at a moderate gap and tightens as the gap closes: at κR = 0.5, (1) is 6% below (2) for x = 0.9 (M = 5), 9% below for x = 0.99 (M = 50) and 16% below for x = 0.999 (M = 500). For a closing gap at fixed R, formula (1) fails.

**Numbers for one chain**

Take the round model parameters t1 = 0.10 hartree, t2 = 0.06 hartree and a = 5 bohr. Then x = 0.6, the gap is 0.08 hartree (2.18 eV), κa = 0.5108 and κ = 0.1022 bohr⁻¹. The error loses a factor e every 1/(2κ) = 4.9 bohr, apart from the algebraic factors. The coefficients are c₁ = 0.0678 and c₂ = 0.1125.

At M = 7, that is R = 35 bohr,

exp(−2κR) = exp(−14 × 0.5108) = 7.84×10⁻⁴,

c₁/7^(3/2) + c₂/7² = 0.00366 + 0.00230 = 0.00596,

ΔE ≈ 0.10 × 7.84×10⁻⁴ × 0.00596 = 4.67×10⁻⁷ hartree.

The full expression (2) gives 4.81×10⁻⁷ hartree, or 0.013 meV, so the estimate is 3% low relative to it. Errors in hartree per cell and spin at other radii are:

M = 2: full 7.65×10⁻⁴, estimate 6.75×10⁻⁴
M = 4: full 2.74×10⁻⁵, estimate 2.61×10⁻⁵
M = 10: full 1.22×10⁻⁸, estimate 1.20×10⁻⁸
M = 20: full 1.408×10⁻¹³, estimate 1.390×10⁻¹³

The first term of (1) alone would give 2.87×10⁻⁷ hartree at M = 7, about 60% of the full value.

For an error below 10⁻⁶ hartree per cell and spin, both the full expression and (1) require M = 7, or R = 35 bohr. The bare estimate t1 exp(−2κR) would ask for M = 12, or R = 60 bohr, because it omits the small factor 0.006.

The algebraic factors also affect an exponent read off from data. Between M = 7 and M = 8 the logarithm of the error drops by 1.250, whereas 2κa = 1.022. A factor M^(−p) adds p ln(8/7) = 0.134p, so the difference of 0.228 corresponds to p ≈ 1.7, between the powers 3/2 and 2 in (1). Fitting a pure exponential here would overestimate κ by about 22%.

**Re-optimising inside the same region**

Equation (2) holds for any real coefficients in T, not only for those of the Wannier function. The phase of T is all that matters, so its modulus may vary with k, at the price of a non-uniform overlap. This freedom can be used explicitly.

Let s = √(1+y) and m = 2N+1, and define

p(y) = ½[(1+s)^m + (1−s)^m],  r(y) = [(1+s)^m − (1−s)^m]/(2s).

Both are even in s and of degree 2N in s, hence polynomials of degree N in y. They satisfy

p − s r = (1−s)^m,  p + s r = (1+s)^m.

Near y = 0 the first difference is of order y^(2N+1), so p/r is the [N/N] Padé approximant of √(1+y). With ρ = (1−s)/(1+s), adding and subtracting the two relations gives

p/(s r) = (1 + ρ^m)/(1 − ρ^m).

Now choose T(z) = p(xz) r(x/z). It contains the powers −N to N, so the orbital occupies the same cells as before. On the unit circle x/z is the complex conjugate of xz, and r has real coefficients, so with y = xz

arg T = arg p(y) − arg r(y) = arg s + arg[(1+ρ^m)/(1−ρ^m)].

Since s² = 1 + xz = q/t1, arg s = φ/2, which is the phase required by (2). The phase error is the last term alone. Set w = ρ^m. The number (1+w)/(1−w) has imaginary part 2 Im w/|1−w|² and modulus |1+w|/|1−w|, so the sine of its argument is 2 Im w/|1−w²|, and

ΔE = ∫dk/2π 8|q| (Im w)²/|1−w²|².

To bound this, use (1−s)(1+s) = −y, which gives |ρ| = x/|1+s|². Here |1+s|² = 1 + |1+y| + 2 Re s, and (Re s)² = ½(|1+y| + 1 + Re y). Both |1+y| and Re y are smallest at y = −x, so the largest |ρ| is

ρ₀ = x/(1 + √(1−x))².

The band energy is E₀ = −∫dk/2π |q|. Hence the best orbital in this region satisfies

ΔE_opt ≤ 8|E₀| ρ₀^(4M−2)/(1 − ρ₀^(4M−2))².  (4)

Because ln(1/ρ₀) = κa + 2 ln(1+√(1−x)), the decay exponent of this bound, 4 ln(1/ρ₀)/a, exceeds 4κ. For a small gap, ρ₀ = (1−√(1−x))/(1+√(1−x)) gives ln(1/ρ₀) ≈ 2√(1−x) ≈ 2√(κa). The exponent per cell is then about 8√(κa), compared with 2κa for the cut Wannier function.

The branch point has not lost its role. A zero of p or r requires |ρ| = 1, hence an imaginary s, hence y < −1. The zeros of p(xz) therefore lie on the cut that starts at the branch point z = −1/x, and those of r(x/z) on the cut that ends at z = −x. The same holds for the zeros of r(xz) and p(x/z) in T*. The ratio of the two orbital components, T/T*, is thus a rational function whose zeros and poles all lie on the two cuts of the exact ratio e^(iφ) = [(1 + xz)/(1 + x/z)]^(1/2).

For the same chain ρ₀ = 0.225, and the exponent of the bound is 5.96 per cell against 1.02. Errors in hartree per cell and spin are:

M = 2: cut 7.65×10⁻⁴, Padé 6.70×10⁻⁶, numerically optimised 6.18×10⁻⁶
M = 3: cut 1.28×10⁻⁴, Padé 9.4×10⁻⁹, numerically optimised 4.8×10⁻⁹

The numerical minimisation started from the cut Wannier function and lowered its error by factors of about 120 and 27,000. It was restricted to real, inversion-symmetric orbitals, so its values are themselves upper limits to the lowest possible error. The target of 10⁻⁶ hartree is now met at M = 3, or R = 15 bohr, instead of 35 bohr.

The price appears in the overlap S_k = |T|². At M = 3 its largest value over k is 1.08 times its smallest for the cut Wannier function, but about 218 times for the optimised orbital. The fully optimised orbitals are far from orthonormal. For the Padé orbital the ratio is 175 at M = 3 and grows by a factor of about 13.7 per added cell, to 6×10⁶ at M = 7, so S must be inverted with corresponding care. Accuracy and overlap can be traded: at M = 3 a minimisation with the ratio limited to 2 reaches 1.6×10⁻⁵ hartree, and with the ratio limited to 10 it reaches 7.6×10⁻⁷ hartree, already below the target.

**Use and limits**

Formula (1) gives the error for the maximally localised Wannier function cut symmetrically at whole cells. The factor exp(−2κR) is set by the branch point as long as the gauge phase is analytic in the strip |Im k| < κ. A gauge with a singularity nearer the real axis decays more slowly: at x = 0.6 the extra phase factor (1 + 0.8z)/(1 + 0.8/z) lowers the exponent per cell from 1.02 to 2 ln(1/0.8) = 0.45. Among gauges analytic in the strip, the prefactor depends on the gauge and on the shape of the cut. It need not be a power of M if the phase has an essential singularity on the edge of the strip: at x = 0.6 the factor exp[½(1/(1+xz) − 1/(1+x/z))] makes the error 2.5×10⁴ times (1) at M = 20 and 7×10⁶ times (1) at M = 40. With the B component of u_k chosen real, the error at x = 0.6 falls as M^(−1) times the exponential, and it is 2.7 times (1) at M = 7 and 7 times (1) at M = 30. If the coefficient g_M is also kept (site A of cell M and site B of cell −M), δ₊ starts at z^(M+1). The cross term then contains the average of z/(1+xz), which is zero, so the c₂ term drops out, and the error at M = 7 is 0.59 times (1). For the best orbitals within the region, and for any minimisation that starts from the cut function and only lowers the energy, the cut error (2) is an upper limit. Formula (1), which lies slightly below (2) in the table, is above the optimised error at large M by (4), and far above it at M = 2 and 3 in the example. The faster rate has been shown for this model, with one occupied band and two sites per cell, and it should not be carried over to other systems without a separate argument. The electrons here do not interact, and the sites are discrete, so self-consistency and the error of a finite grid spacing are both absent. In a real-space calculation the grid error has to be converged separately, since enlarging R does not remove it.

The numerical check compares (2) for M = 2 to 8, and the Padé and optimised errors for M = 2 and 3, with energies computed from real-space overlap and Hamiltonian matrices. It tests (1) against (2) at M = 20 and 80 for x = 0.3 and 0.6, and the bound (4) against the Padé error for M = 2 to 7.

Computed values

```
t1 = 0.10 hartree, t2 = 0.06 hartree, a = 5.0 bohr
x = t2/t1 = 0.600
gap = 0.0800 hartree = 2.177 eV
total spectral width = 0.3200 hartree
kappa = 0.10217 1/bohr, kappa a = 0.51083
decay length of the error 1/(2 kappa) = 4.894 bohr
band energy E0 = -0.109224 hartree per cell and spin
E after loop / before: branch point -1.000, elsewhere 1.000
largest Wannier amplitude difference (times sqrt2) = 8.7e-15
K(x) = 1.75075, Gamma(1/4) = 3.62561
coefficient of M^-1.5 = 0.06783
coefficient of M^-2   = 0.11254
cut Wannier function, errors in hartree per cell and spin:
M, R/bohr, full error, two-term estimate, first term only
  2   10.0 7.6511e-04 6.7544e-04 3.1081e-04
  3   15.0 1.2824e-04 1.1925e-04 6.0906e-05
  4   20.0 2.7441e-05 2.6055e-05 1.4241e-05
  5   25.0 6.6583e-06 6.3905e-06 3.6685e-06
  6   30.0 1.7443e-06 1.6851e-06 1.0047e-06
  7   35.0 4.8124e-07 4.6700e-07 2.8701e-07
  8   40.0 1.3782e-07 1.3418e-07 8.4570e-08
 10   50.0 1.2227e-08 1.1957e-08 7.8426e-09
 20  100.0 1.4080e-13 1.3899e-13 1.0138e-13
 80  400.0 3.6038e-41 3.5884e-41 3.0269e-41
2 kappa a = 1.0217; ln[error(M=7)/error(M=8)] = 1.2504
target error = 1.0e-06 hartree = 0.0272 meV
R for target, full error: M = 7, R = 35.0 bohr
R for target, two-term estimate: M = 7, R = 35.0 bohr
R for target, bare t1 exp(-2 kappa R): M = 12, R = 60.0 bohr
R for target, Pade orbital: M = 3, R = 15.0 bohr
rho0 = 0.22515, 4 ln(1/rho0) = 5.9640 per cell
same cells, errors in hartree: M, cut Wannier, Pade, Pade bound
  2 7.651e-04 6.700e-06 1.138e-04
  3 1.282e-04 9.406e-09 2.925e-07
  4 2.744e-05 1.773e-11 7.516e-10
  5 6.658e-06 3.749e-14 1.931e-12
numerically optimised: M, error in hartree, gain over cut Wannier
  2 6.176e-06 1.239e+02
  3 4.793e-09 2.676e+04
max/min of overlap S_k: M, cut Wannier, Pade, optimised
  2 1.130 12.722 13.616
  3 1.083 174.637 217.711
```
